London Orbitals and Origin-Independent Hartree-Fock Magnetizabilities and Shieldings

One s function in a uniform field

Atomic units are used and the electron charge is −1, so the kinetic momentum in a uniform field B is π_O = p + A_O, with p = −i∇, A_O = ½B×(r − O) and O the gauge origin. Take a hydrogen atom at R described by one normalized real s function χ(r − R). Its spin Zeeman energy, linear in B and independent of O, is left out, so E below is the orbital energy only. Since ∇·A_O = 0, p and A_O commute in the scalar product, and

½π_O² = ½p² + A_O·p + ½A_O².

The operator A_O·p is Hermitian and purely imaginary, so its average in a real function is zero. Write r − O = r_R + (R − O) with r_R = r − R. The cross term in A_O² is odd in r_R and averages to zero, and the spherical average of |B×r_R|² is ⅔B²⟨r_R²⟩:

E(B) − E(0) = ⅛[⅔B²⟨r_R²⟩ + |B×(R − O)|²].

The second term depends on an arbitrary point. It is ½A_R², where A_R = ½B×(R − O) is the constant by which A_O differs from the potential centred on the atom. Replace χ by ω = exp(−iA_R·r)χ. The gradient of the phase gives pω = exp(−iA_R·r)(p − A_R)χ, and A_O − A_R = ½B×r_R, so π_Oω = exp(−iA_R·r)(p + ½B×r_R)χ. The phase cancels in the expectation value and E(B) − E(0) = B²⟨r_R²⟩/12, with no O. In a molecule the phases of two centres do not cancel, and their difference generates the derivative terms below.

Conventions

The nuclei are fixed, the basis functions χ_μ are real and centred at R_μ, and the wave function is closed-shell restricted Hartree-Fock (RHF). A nuclear moment m at nucleus K adds A_K = α²m×r_K/r_K³, with r_K = r − R_K and α the fine-structure constant. Spin terms are left out: the spin Zeeman operator annihilates a singlet, so it gives no second-order term in B², nor in Bm. The properties are

ξ_ab = −∂²E/∂B_a∂B_b,  σ_ab = ∂²E/∂B_a∂m_b,  at B = m = 0.

The London orbitals are

ω_μ = exp(−iA_μ·r)χ_μ,  A_μ = ½B×(R_μ − O).

Integrals at finite field

The one-centre argument holds for any χ_ν, with r_ν = r − R_ν:

(π_O + A_K)ω_ν = exp(−iA_ν·r)(p + ½B×r_ν + A_K)χ_ν.  (1)

Applying (1) twice moves the phase through the squared operator. The bra supplies exp(+iA_μ·r), and O cancels in A_μ − A_ν = ½B×R_μν, where R_μν = R_μ − R_ν. The cyclic property of the triple product gives (B×R_μν)·r = B·(R_μν×r), so

ω_μ*ω_ν = exp(iB·Q_μν)χ_μχ_ν,  Q_μν = ½R_μν×r.  (2)

With ⟨X⟩ = ∫χ_μXχ_ν d³r, V the nuclear attraction, and (μν|λσ) in charge-cloud notation,

S_μν = ⟨exp(iB·Q_μν)⟩,
h_μν = ⟨exp(iB·Q_μν)[½(p + ½B×r_ν + A_K)² + V]⟩,  (3)
g_μνλσ = (exp[iB·(Q_μν(1) + Q_λσ(2))] μν|λσ).

None of these contains O. The Roothaan equations and the energy are built from S, h and g alone, so E(B,m) and its derivatives are independent of O at any field and in any finite basis. The reason is seen directly: moving O to O + d multiplies every ω_μ by the same factor exp[(i/2)(B×d)·r], and π_(O+d) acting on this factor times f equals the factor times π_Of. The basis changes as the exact wave function does. A field-independent finite basis lacks this factor.

Field derivatives of the integrals

The square in (3) is expanded term by term. Both potentials are divergence-free, so each cross term with p appears once as A·p. With L_ν = r_ν×p and L_K = r_K×p, and the identity (a×b)·(c×d) = (a·c)(b·d) − (a·d)(b·c),

½(B×r_ν)·p = ½B·L_ν,
⅛|B×r_ν|² = ⅛[B²r_ν² − (B·r_ν)²],
A_K·p = α²m·L_K/r_K³,
½(B×r_ν)·A_K = ½α²[(B·m)(r_ν·r_K) − (B·r_K)(m·r_ν)]/r_K³.

The term ½A_K² is quadratic in m and is not needed. The phase is 1 + iB·Q − ½(B·Q)² to second order. A superscript a denotes ∂/∂B_a and Kb denotes ∂/∂m_b, both at zero field; Q means Q_μν and h₀ = ½p² + V. The overlap derivatives come from the phase alone:

S^a = i⟨Q_a⟩,  S^ab = −⟨Q_aQ_b⟩.  (4)

In h the terms linear in B are iB·Q h₀ and ½B·L_ν. The quadratic terms are −½(B·Q)²h₀, (iB·Q)(½B·L_ν) and the ⅛ term; two derivatives of Σ B_kB_lX_kl give X_ab + X_ba, hence

h^a = ⟨iQ_ah₀ + ½L_ν,a⟩,  (5)
h^ab = ⟨−Q_aQ_bh₀ + (i/2)(Q_aL_ν,b + Q_bL_ν,a) + ¼(δ_ab r_ν² − r_ν,a r_ν,b)⟩,  (6)
h^Kb = α²⟨L_K,b/r_K³⟩,  (7)
h^(a,Kb) = α²⟨iQ_aL_K,b/r_K³ + ½(δ_ab r_ν·r_K − r_K,a r_ν,b)/r_K³⟩.  (8)

In (8) the field index goes with r_K and the moment index with r_ν. The operator 1/r₁₂ commutes with the phases, so with Q^T = Q_μν(1) + Q_λσ(2),

g^a = i(Q^T_a μν|λσ),  g^ab = −(Q^T_aQ^T_b μν|λσ).  (9)

The product in g^ab has four terms: Q_aQ_b on electron 1, Q_aQ_b on electron 2, and the two mixed terms Q_μν,a(1)Q_λσ,b(2) and Q_μν,b(1)Q_λσ,a(2).

In (5), (6) and (8) Q stands to the left of the differential operators, because the phase was moved there. The two pieces of (5) are not separately Hermitian. The conjugate of the νμ element is (i/2)R_μν×⟨h₀r⟩ + ½⟨L_μ⟩, since R_νμ = −R_μν cancels the sign from i* = −i. With [r, h₀] = ip and L_ν − L_μ = R_μν×p, the difference from the μν element is

(i/2)R_μν×⟨ip⟩ + ½R_μν×⟨p⟩ = 0.

The sum is Hermitian. For real χ the matrices S^a, h^a, h^Kb and g^a are purely imaginary, since each carries one factor i explicitly or through p, while S^ab, h^ab, h^(a,Kb) and g^ab are real. An imaginary Hermitian matrix is antisymmetric. When all centres coincide, Q = 0 and (5), (6) and (8) become the common-origin operators with O at that centre.

These integrals reduce to ordinary ones. For a Cartesian Gaussian, r_kχ_μ = (r − R_μ)_kχ_μ + R_μ,kχ_μ, and the first term is the same radial contraction with the power of the k coordinate raised by one; Q and QQ thus need bra functions raised by one and two units, and the mixed terms of g^ab need one unit on each electron. The r_K⁻³ operators follow from r_K/r_K³ = −∇(1/r_K) and integration by parts, the 1/r_K² singularity being integrable:

∫f (r_K,k/r_K³) f′ = ∫(∂_kf) f′/r_K + ∫f (∂_kf′)/r_K.

For L_K, f′ = ∂_lχ_ν and the result is contracted with ε_bkl, which removes the symmetric ∂_k∂_lχ_ν, leaving ⟨f|L_K,b/r_K³|ν⟩ = −i Σ ε_bkl ∫(∂_kf)(∂_lχ_ν)/r_K, with f = χ_μ or Q_aχ_μ.

Energy derivatives

Let C_o hold the occupied orbitals, D = 2C_oC_o†, F = h + G(D), and

G_μν(D) = Σ D_σλ[g_μνλσ − ½g_μσλν],  E = Tr Dh + ½Tr DG(D) + V_NN.

G^a and G^ab denote the same contraction with g^a and g^ab. Exchange of the two electrons gives g_μνλσ = g_λσμν at any B, so Tr DG(D′) = Tr D′G(D), and likewise for G^a. For a parameter λ at any B,

E^λ = Tr Dh^λ + ½Tr DG^λ(D) + Tr D^λF.

The self-consistency condition is FC_o = SC_oε, where ε = C_o†FC_o is Hermitian and need not be diagonal. Inserting D^λ = 2(C_o^λC_o† + C_oC_o^λ†) and using the derivative of C_o†SC_o = 1,

Tr D^λF = 2Tr ε(C_o†SC_o^λ + C_o^λ†SC_o) = −2Tr εC_o†S^λC_o = −Tr WS^λ,

with W = 2C_oεC_o†. Since DFD = 4C_oεC_o†, W = ½DFD, and

E^λ = Tr Dh^λ + ½Tr DG^λ(D) − Tr WS^λ.  (10)

For λ = B_a at zero field each term is the trace of a symmetric with an antisymmetric matrix and vanishes. For λ = m_b the basis does not depend on m, so S^λ = g^λ = 0 and E^(m_b) = Tr D(B)h^Kb(B). One field derivative gives

σ_ab = Tr Dh^(a,Kb) + Tr D^ah^Kb.  (11)

For λ = B_a, (10) is differentiated with respect to B_b. The two terms ½Tr D^bG^a(D) and ½Tr DG^a(D^b) are equal and add:

−ξ_ab = Tr Dh^ab + ½Tr DG^ab(D) − Tr WS^ab + Tr D^b[h^a + G^a(D)] − Tr W^bS^a,  (12)
W^b = ½(D^bFD + DF^bD + DFD^b),  F^b = h^b + G^b(D) + G(D^b).

The first three terms of (12) are called unrelaxed below, the last two relaxation.

Coupled-perturbed equations

The zero-field solution is taken real, with canonical orbitals C; i, j are occupied and c, d virtual. Write C^a = CU. Differentiating C†SC = 1 gives U + U† + S^a = 0 in the orbital basis. In D^a = 2(C_o^aC_o^T + C_oC_o^a†) the occupied block enters as U_ij + U_ji* = −S^a_ij:

D^a = D^a_oo + 2Σ(U_dj C_dC_j^T + U_dj* C_jC_d^T),  D^a_oo = −2C_oS^a_ooC_o^T.

Differentiate FC_o = SC_oε and multiply from the left by C_c^T. Using C^TFC = diag(ε_p) and C^TSC = 1, the term SC_oε^a projects to zero, and

F^a_ci + ε_cU_ci = S^a_ci ε_i + U_ci ε_i.

The inhomogeneous terms are imaginary and the equations are linear with real coefficients. If the matrix for the real part of U is non-singular, that part is zero and U_ci = iu_ci with u real. Then D^a is imaginary and antisymmetric. The zero-field integrals are symmetric in λσ, so the Coulomb part of G(D^a) vanishes. The exchange part of the virtual-occupied density 2iΣu_dj(C_dC_j^T − C_jC_d^T) is

−½·2iΣu_dj[(cd|ji) − (cj|di)],

where the first index of the density is σ in g_μσλν. Collecting the coefficients of i,

Σ_dj[(ε_c − ε_i)δ_cdδ_ij − (cd|ji) + (cj|di)]u_dj = −Im[h^a + G^a(D) + G(D^a_oo) − ε_iS^a]_ci.  (13)

The Coulomb part of G^a(D) does not vanish. Its Q_λσ half does, being antisymmetric in λσ against a symmetric D, but iΣD_σλ(Q_μν,a μν|λσ) remains. The matrix in (13) is the orbital Hessian for imaginary rotations. If it has a zero eigenvalue, the real RHF solution is at the onset of an instability toward complex orbitals and ξ and σ can diverge; if it has a negative one, the solution is a saddle point. A degenerate or open-shell reference lies outside this derivation, since it can have an energy linear in B.

The coordinate origin

Q contains r measured from the coordinate origin, so a second arbitrary point has entered. Translate the molecule by t. The differences R_μν, r_ν and r_K, and h₀, are unchanged after the substitution r → r + t, and the phase gains

exp[(i/2)B·(R_μν×t)] = exp(iθ_μ)exp(−iθ_ν),  θ_μ = ½B·(R_μ×t).

Each index carries its own phase, in g as well. With Λ = diag exp(−iθ_μ), S′ = Λ†SΛ and h′ = Λ†hΛ; the coefficients C′ = Λ†C solve the new equations, D′ = Λ†DΛ, and every trace in E is unchanged. The derivatives are not. With τ_μν = ½(R_μν×t)_a,

S′^a_μν = S^a_μν + iτ_μνS_μν,  D′^a_νμ = D^a_νμ − iτ_μνD_νμ,  h′^(a,Kb)_μν = h^(a,Kb)_μν + iτ_μνh^Kb_μν.

The first term of (11) gains iΣD_νμτ_μνh^Kb_μν and the second loses the same amount. The two terms of (11), and the two groups in (12), have no separate invariant meaning and are not diamagnetic and paramagnetic parts of fixed sign. Invariance also needs g^a. The Fock derivative must gain iτ_μνF_μν, which includes iτ_μνJ_μν, with J the Coulomb matrix. G(D^a) has no Coulomb part, so this piece has to come from G^a(D), and it is lost if g^a is dropped. The exchange part of G^a(D) is needed as well: the exchange part of G(D^a) gains −(i/2)Σ(θ^a_σ − θ^a_λ)D_σλ(μσ|λν), with θ^a_μ = ½(R_μ×t)_a, that of G^a(D) gains −(i/2)Σ(θ^a_μ − θ^a_σ + θ^a_λ − θ^a_ν)D_σλ(μσ|λν), and it is their sum that equals iτ_μν times the exchange part of F_μν.

A field-independent basis

Set all phases to one. Let B = Be_a, shift O to O + d, and define u = e_a×d, so that A → A − ½Bu. With r_O = r − O and L = (r_O×p)_a, the field terms of the one-electron operator become

½B(L − u·p) + B²[⅛|e_a×r_O|² − ¼u·(e_a×r_O) + ⅛|u|²],

where (e_a×r_O)·p = L was used. Let ⟨⟨X;Y⟩⟩ = Tr D^XY be the static response from (13) with h^a replaced by X and S^a = g^a = 0, and ⟨X⟩₀ = Tr DX. For N electrons,

−ξ_aa = ¼⟨|e_a×r_O|²⟩₀ − ½⟨u·(e_a×r_O)⟩₀ + ¼N|u|² + ¼⟨⟨L − u·p; L − u·p⟩⟩.

The response is bilinear, so ξ_aa is a quadratic polynomial in d with second-degree part

−¼(N|u|² − u·N_eff·u),  (N_eff)_kl = −⟨⟨p_k;p_l⟩⟩.  (14)

In a complete basis, adding λ·p for each electron gives ½(p + λ)² − ½λ², the factor exp(−iλ·r) on every orbital maps determinants to determinants and removes λ from the square, and E(λ) = E(0) − ½Nλ². Then N_eff = N·1 and (14) vanishes. The single s function has no virtual orbital, N_eff = 0, and (14) gives −¼|u|², in agreement with the term ⅛|B×(R − O)|². For the shielding, the shift adds −½u·p to the field operator and −½Bu·A_K to the bilinear one; with u·(e_b×r_K) = (r_K×u)_b,

Δσ_ab = −½α²⟨(r_K×u)_b/r_K³⟩₀ − ½⟨⟨u·p; h^Kb⟩⟩.  (15)

This is linear in d. The same phase argument, now with m present, makes the two terms cancel in a complete basis.

Finite-field evaluation

The definitions can be evaluated without any derivative integral. For primitive Gaussians with exponents β₁, β₂, sum p₁₂ and product centre P, the plane wave with κ = A_μ − A_ν is absorbed by completing the square:

exp(−p₁₂|r − P|² + iκ·r) = exp(iκ·P − κ²/4p₁₂) exp(−p₁₂(r − P̃)²),  P̃ = P + iκ/2p₁₂.

The McMurchie-Davidson recursions then hold with the complex centre P̃, and the Boys function of complex argument T₀ + δ is the series Σ F_(n+k)(T₀)(−δ)^k/k! about the real zero-field argument T₀, since dF_n/dT = −F_(n+1). Here π_O was applied to ω with O kept explicitly, and the complex Roothaan equations were iterated to convergence. Complex conjugation sends ω(B) to ω(−B) and h(B,m) to h(−B,−m), so E(−B,−m) = E(B,m). Thus ΔE(B) = E(B) − E(0) is even and f(B) = Tr D(B)h^Kb(B) is odd. Writing ΔE = c₂s² + c₄s⁴ and f = c₁s + c₃s³ for step s and eliminating c₄ and c₃ between s and 2s,

ξ_aa = −[16ΔE(s) − ΔE(2s)]/6s²,  σ_ab = [8f(s) − f(2s)]/6s,  (16)

with remainders of order s⁴.

Worked example: water

The geometry is a round one near equilibrium: R_OH = 1.8 bohr, angle 105°, oxygen at the coordinate origin, the molecule in the yz plane and H1 at (y, z) = (1.8 sin 52.5°, 1.8 cos 52.5°) = (1.4280, 1.0958) bohr. Gaussians are Cartesian, giving 7, 25 and 65 functions in STO-3G, 6-31G** and cc-pVTZ. Shieldings are in ppm, with α² = 53.2514 ppm. The digits carried below serve the comparison of origins and methods within one basis; the comparison at the end shows how far the values move when the basis is changed.

In STO-3G the zero-field energy is −74.96203968 hartree. At B = (0.05, 0.10, 0.15) au the London energy is −74.919621966 hartree both for O at the oxygen and for O = (1, −2, 3) bohr. In the field-independent basis it is −74.917514902 hartree for O at the oxygen and −74.866803888 hartree for O = d = (0, 0, 2) bohr, a change of 0.050711 hartree.

Equation (12), with (13) solved as a dense linear system, gives unrelaxed plus relaxation parts in au:

ξ_xx = −1.27505 − 1.28016 = −2.55521
ξ_yy = −1.99256 − 0.36650 = −2.35906
ξ_zz = −1.70422 − 0.75822 = −2.46243 (last digit from the unrounded sum)

Equation (16) with s = 0.01 au and O = (1, −2, 3) bohr gives the same three numbers to five decimals. The mean is −7.37670/3 = −2.4589 au, or −2.4589 × 78.9104 = −194.0 in units of 10⁻³⁰ J T⁻². The relaxation part is negative in all three directions, which a common-origin paramagnetic term of a stable solution cannot be. Its mean is −2.40488/3 = −0.8016 au and the unrelaxed mean is −4.97183/3 = −1.6573 au. After translation by t = (0.7, −0.5, 0.9) bohr, elements of S^a change by up to 0.438 au and the parts become −1.4860 and −0.9729 au, each moved by 0.171 au in opposite directions, with the sum still −2.4589 au.

From (11), the diagonal shieldings are 367.054, 371.341, 367.759 for O and 27.096, 41.008, 33.386 for H1; (16) gives the same values except 27.095 for the xx element of H1. The isotropic values are

σ(O) = 1106.154/3 = 377.866 − 9.148 = 368.718 ppm
σ(H1) = 101.490/3 = 30.826 + 3.004 = 33.830 ppm

where the two terms are Tr Dh^(a,Kb) and Tr D^ah^Kb. The H1 tensor is not symmetric, σ_yz = 4.443 and σ_zy = 7.242 ppm with the field index first, so σ_ab and σ_ba must be distinguished. After translation by t the H1 terms are 30.831 and 3.000, a shift of about 0.004 ppm in opposite directions before rounding, and the total stays 33.830. With g^a omitted from (13), σ(H1) is 0.43 ppm in the original frame and 6.61 ppm after translation: both the value and the invariance are lost.

For the field-independent STO-3G basis with B along x and d along z, u = e_x×d = −2e_y. Equation (16) gives ξ_xx = −12.2500, −2.9987 and −8.9517 au for O = −d, 0 and +d. The second difference isolates the d² coefficient, and (14) predicts it from N_eff,yy = 2.398:

(−12.2500 − 8.9517 + 2 × 2.9987)/(2 × 2²) = −15.2043/8 = −1.9005 au bohr⁻²
−¼(10 − 2.398) = −1.9005 au bohr⁻²

The diagonal of N_eff is (0.085, 2.398, 1.568) in STO-3G, (5.800, 6.819, 6.425) in 6-31G** and (8.480, 8.859, 8.691) in cc-pVTZ, with means 1.350, 6.348 and 8.677 against N = 10. In STO-3G the oxygen 2p_x function is the one function odd under x → −x and its orbital is occupied, so p_x can excite that orbital alone. For B along y, u = 2e_x, and for B along z, u = 0; C₂v symmetry makes N_eff diagonal, so the second-degree part of the isotropic shift is −(2²/12)(20 − N_eff,xx − N_eff,yy). The common-origin values from the analytic response equations, for O = 0 → d, with the changes taken from unrounded values, are:

STO-3G: ξ −2.645 → −7.534 au, change −4.888, second-degree part −(20 − 2.483)/3 = −5.839
6-31G**: ξ −2.871 → −5.046 au, change −2.175, second-degree part −(20 − 12.619)/3 = −2.460
cc-pVTZ: ξ −2.868 → −3.690 au, change −0.823, second-degree part −(20 − 17.339)/3 = −0.887

The remainder in each line is the term linear in d. The isotropic proton shielding moves from 28.48 to 76.48, 30.20 to 48.13 and 30.42 to 37.69 ppm, by 48.0, 17.9 and 7.3 ppm, falling along the series. The oxygen shielding moves from 176.00 to 189.22, 300.38 to 333.22 and 316.28 to 343.73 ppm, by 13.2, 32.8 and 27.5 ppm, which is smallest in the smallest basis. Equation (15) is the residual of two terms that cancel at completeness, and nothing in its derivation makes it decrease from one finite basis to the next; a small origin dependence of one shielding is therefore no measure of basis quality.

With London orbitals in 6-31G** (E = −76.023411 hartree), ξ has the diagonal −2.8299, −2.7522, −2.8279 au and the mean −8.4100/3 = −2.8033 au, or −221.2 × 10⁻³⁰ J T⁻², with σ(O) = 342.1 and σ(H1) = 31.3 ppm. The STO-3G London values differ from these by 0.344 au in ξ, which is 12% of the 6-31G** value, by 26.6 ppm in σ(O) and by 2.5 ppm in σ(H1). Both sets are independent of O, and the phase factors add no variational parameter, so a basis-set error and the neglect of electron correlation remain in the results. That error is not the one of the same χ_μ without phases: between the two bases σ(O) changes by 26.6 ppm with London orbitals and by 300.38 − 176.00 = 124.4 ppm with the common origin at the oxygen.

All numerical values are calculated from the stated model.
